\section*{Critical Donor Spacing from Bandwidth and On-Site Repulsion}

\section{Problem}

Identical donors form a simple cubic lattice of spacing $R$, with one electron per donor. Each donor carries one frozen hydrogenic orbital. Lengths are in units of the donor Bohr radius $a$ and energies in units of
\[
\mathrm{Ha}^*=\frac{e^2}{4\pi\varepsilon_0\kappa a},
\]
where $\kappa$ is the relative permittivity of the host. In these units
\[
\phi(r)=\frac{e^{-r}}{\sqrt{\pi}},\qquad E_1=-\frac12 .
\]

\begin{enumerate}
\item For two donors $A$ and $B$, evaluate the resonance integral $K(R)=\langle\phi_A|1/r_A|\phi_B\rangle$.
\item Keep nearest-neighbour hopping only, neglect overlap, and find the bandwidth $W$.
\item Find the repulsion $U$ of two electrons in the same frozen orbital.
\item Estimate the metal-insulator transition from $W=U$. Find $n_c^{1/3}a$, where $n_c$ is the critical donor density.
\item Put in rough values for phosphorus in silicon and judge the result.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Use the distances $r$ and $s$ from the two centres as integration variables.
\item The orbital $\phi_B$ is an eigenfunction of its own donor's Hamiltonian. This shows which part of the off-diagonal matrix element is hopping.
\item Find the electrostatic potential of one electron cloud by Gauss's law, then average it over the second cloud.
\item The density is $R^{-3}$, so $n^{1/3}a$ is $1/R$ when $R$ is measured in units of $a$.
\end{enumerate}

\section{Solution}

\subsection{The resonance integral}

The two-centre Hamiltonian is $h=-\frac12\nabla^2-1/r_A-1/r_B$. Since $(-\frac12\nabla^2-1/r_B)\phi_B=E_1\phi_B$,
\begin{equation}
\langle\phi_A|h|\phi_B\rangle=E_1S-K,\qquad S=\langle\phi_A|\phi_B\rangle .
\label{eq:hab}
\end{equation}
The term $E_1S$ is not small: at the spacing found below it is somewhat larger in size than $K$. The levels, however, depend on $\langle\phi_A|h|\phi_B\rangle-ES=(E_1-E)S-K$. Setting $E\approx E_1$ in the overlap term leaves a hopping matrix element $-K$; Variation 1 shows what this step costs.

Put $A$ at the origin and let $\theta$ be the angle from the line $AB$. Then $s^2=r^2+R^2-2rR\cos\theta$, so at fixed $r$ we have $s\,ds=rR\sin\theta\,d\theta$. The volume element becomes
\begin{equation}
dV=2\pi r^2\sin\theta\,d\theta\,dr=\frac{2\pi}{R}\,rs\,dr\,ds,
\qquad |r-R|\le s\le r+R .
\end{equation}
The factor $1/r_A=1/r$ cancels the $r$ in $dV$. With $\int se^{-s}ds=-(1+s)e^{-s}$,
\begin{equation}
K=\frac2R\int_0^\infty e^{-r}g(r)\,dr,\quad
g=(1+|r-R|)e^{-|r-R|}-(1+r+R)e^{-r-R}.
\end{equation}
The first term of $g$ is split at $r=R$, with $u=r-R$ beyond it:
\begin{align}
\int_0^R(1+R-r)e^{-R}dr&=e^{-R}\left(R+\tfrac12R^2\right),\\
e^{-R}\int_0^\infty(1+u)e^{-2u}du&=\tfrac34e^{-R}.
\end{align}
The second term of $g$ subtracts
\begin{equation}
e^{-R}\int_0^\infty(1+R+r)e^{-2r}dr=e^{-R}\left(\tfrac34+\tfrac12R\right).
\end{equation}
The sum is $\frac12R(1+R)e^{-R}$, and therefore
\begin{equation}
K(R)=(1+R)e^{-R}.
\end{equation}

The overlap has an extra factor $r$ in the integrand. The same three pieces, without their common factor $e^{-R}$, are now
\[
\tfrac12R^2+\tfrac16R^3,\qquad \tfrac34R+\tfrac12,\qquad -\left(\tfrac12+\tfrac14R\right).
\]
Multiplying their sum by $2e^{-R}/R$ gives
\begin{equation}
S(R)=\left(1+R+\tfrac13R^2\right)e^{-R}.
\end{equation}

\subsection{The bandwidth}

Let $E_0$ be the common on-site energy, and measure $\mathbf k$ in units of the inverse spacing. A Bloch amplitude $e^{i\mathbf k\cdot\mathbf n}$ on site $\mathbf n$ acquires a factor $e^{\pm ik_j}$ at the two neighbours along axis $j$. Adding the six terms gives
\begin{equation}
E(\mathbf k)=E_0-2K(\cos k_x+\cos k_y+\cos k_z).
\end{equation}
The minimum is $E_0-6K$ at $\mathbf k=0$, and the maximum is $E_0+6K$ at $(\pi,\pi,\pi)$. Hence $W=12K$. A uniform shift of $E_0$ has no effect on $W$.

\subsection{The on-site repulsion}

The charge of one cloud within radius $r$ is
\[
Q(r)=\int_0^r4x^2e^{-2x}dx=1-(1+2r+2r^2)e^{-2r}.
\]
The potential at $r$ comes from this charge and from the shells outside it:
\begin{align}
\Phi(r)&=\frac{Q(r)}r+\int_r^\infty4xe^{-2x}dx
=\frac{Q(r)}r+(1+2r)e^{-2r}\nonumber\\
&=\frac1r-\left(1+\frac1r\right)e^{-2r}.
\label{eq:phi}
\end{align}
Averaging over the second cloud,
\begin{align}
U&=\int_0^\infty4r^2e^{-2r}\Phi(r)\,dr
=4\int_0^\infty\left[re^{-2r}-(r^2+r)e^{-4r}\right]dr\nonumber\\
&=4\left(\frac14-\frac1{32}-\frac1{16}\right)=\frac58 .
\end{align}

\subsection{The transition}

For separated donors, $U$ is the gap between removing an electron and adding one. If the removal and addition levels each broaden into a band of width $W$, with centres $U$ apart, the bands touch at $W=U$. This is an order-of-magnitude criterion, since correlated electrons need not form two rigid bands. It gives
\begin{equation}
(1+R)e^{-R}=\frac5{96}.
\label{eq:threshold}
\end{equation}
The left side has derivative $-Re^{-R}$, so it falls steadily from 1 to 0 and there is one root. With $y=1+R$ the equation becomes $(-y)e^{-y}=-5/(96e)$. Because $y>1$, the lower branch $W_{-1}$ of the Lambert function is required:
\begin{equation}
R=-1-W_{-1}\!\left(-\frac5{96e}\right)=4.694,\qquad
n_c^{1/3}a=\frac1{4.694}=0.213 .
\end{equation}
At larger spacing $W<U$, which this criterion assigns to the insulator.

The value of $n_c^{1/3}a$ responds weakly to errors in the hopping. Replace $K$ by $fK$ at fixed $U$. Then $\ln f+\ln K(R)$ is constant, while $d\ln K/dR=1/(1+R)-1=-R/(1+R)$. Thus
\begin{equation}
\frac{dR}{d\ln f}=\frac{1+R}{R},\qquad
\frac{d\ln(1/R)}{d\ln f}=-\frac{1+R}{R^2}=-0.258
\end{equation}
at the threshold. The density varies as $R^{-3}$ and responds three times as strongly, with exponent $-0.78$: halving the hopping raises it by a factor of about 1.8. Replacing the criterion by $W=U/2$ or $W=2U$ changes $n_c^{1/3}a$ to 0.181 or 0.261, which multiplies the density by about 0.61 or 1.8.

\subsection{What the estimate leaves out}

\paragraph{Magnetic order.} The criterion refers to a paramagnetic state. Let $\epsilon=E-E_0$. Adding $\mathbf Q=(\pi,\pi,\pi)$ to $\mathbf k$ reverses the sign of $\epsilon$. Suppose that the density of one spin is $\frac12\pm m$ on alternate sites, and that of the other spin is $\frac12\mp m$. In Hartree-Fock theory each spin then feels an alternating potential of strength $\Delta=Um$, which couples $\mathbf k$ to $\mathbf k+\mathbf Q$. The levels are $\pm\sqrt{\epsilon^2+\Delta^2}$. Each filled lower state contributes $\Delta/\sqrt{\epsilon^2+\Delta^2}$ to the staggered density, and half the zone labels all such states. Self-consistency therefore requires
\begin{equation}
\frac1U=\left\langle\frac1{2\sqrt{\epsilon^2+\Delta^2}}\right\rangle_{\mathbf k}.
\end{equation}
The density of states is finite and nonzero at $\epsilon=0$, so the right side diverges logarithmically as $\Delta\to0$. In this approximation there is a solution for every $U>0$. This relies on the sign reversal of $\epsilon$ under $\mathbf Q$, which hopping between sites of the same sublattice spoils. At $W=U$ the gap $2\Delta$ is $0.93U$. The ordered lattice with nearest-neighbour hopping is thus still an insulator in Hartree-Fock theory where the simple criterion places the transition.

\paragraph{Distant neighbours and overlap.} Let $K(\mathbf k)$ and $S(\mathbf k)$ be the Bloch sums of $K$ and $S$ over all other sites. Using Eq.~(\ref{eq:hab}) for every pair and keeping the overlap gives
\[
E(\mathbf k)=E_1-\frac{K(\mathbf k)}{1+S(\mathbf k)} .
\]
At the threshold spacing, the distant shells alone raise the width to $1.09$ times $12K$. Including the denominator brings it to $0.95$ times $12K$. This expression still omits three-centre terms and the attraction of each cloud to other cores, so it is not the full one-electron band.

\paragraph{The repulsion.} Moving an electron to an adjacent donor costs less than $U$. Before the move, the two clouds repel by $V=\langle\phi_A^2\,\Phi(r_B)\rangle$. Afterwards this term is absent and $U$ appears; by symmetry the two clouds' attraction to the opposite cores is the same in total. The cost is $U-V$. At the threshold $V=0.212$, and using $U-V(R)$ in the criterion gives $n_c^{1/3}a=0.1945$. This is the cost of an extra electron and a vacancy held on adjacent sites. As they separate, $V$ falls as the inverse distance and the cost returns to $U$, so this number shows the size of the intersite term and is not a corrected threshold for conduction.

The doubly occupied donor can also relax. The trial function $e^{-pr_1-qr_2}+e^{-qr_1-pr_2}$, with $p$ and $q$ optimised, gives an upper bound of $0.487$ on the relaxed $U$. With the hopping held at $K$, this puts $n_c^{1/3}a$ below $0.201$.

\subsection{Phosphorus in silicon}

Take the rough values $\kappa=11.7$ and a binding energy of 45~meV. In the hydrogenic model the binding energy is half of $\mathrm{Ha}^*$, so $\mathrm{Ha}^*=90$~meV and
\begin{equation}
a=\frac{e^2}{4\pi\varepsilon_0\kappa\,(90\ \mathrm{meV})}=1.367\ \mathrm{nm}.
\end{equation}
The threshold is then
\begin{align}
R_c&=4.694\times1.367\ \mathrm{nm}=6.42\ \mathrm{nm},\\
W=U&=0.625\times90\ \mathrm{meV}=56\ \mathrm{meV},\\
n_c&=(6.42\times10^{-7}\ \mathrm{cm})^{-3}=3.8\times10^{18}\ \mathrm{cm^{-3}}.
\end{align}

The measured transition lies at roughly $4\times10^{18}\ \mathrm{cm^{-3}}$, but the closeness is weak evidence for the model. The chosen radius implies an isotropic mass of $0.45m_e$, whereas the conduction valleys have masses of about $0.19m_e$ and $0.92m_e$. A variational donor of the form $\exp[-(\rho^2/a_\perp^2+z^2/a_\parallel^2)^{1/2}]$ with these masses has $a_\perp=2.44$~nm and $a_\parallel=1.40$~nm. It binds by only 29.6~meV, because it lacks the short-range potential of the phosphorus core. Its geometric mean radius of 2.02~nm, inserted in the same criterion, gives $n_c=1.2\times10^{18}\ \mathrm{cm^{-3}}$. The choice of radius alone therefore moves the density by a factor of about three.

Real donors are also placed nearly at random. For random points of density $n$, the probability of no neighbour within $r$ is $\exp(-4\pi nr^3/3)$. Integrating it over $r$ gives a mean nearest-neighbour distance of $0.554\,n^{-1/3}$. At the critical density, $K$ at that distance is 5.1 times its lattice value. A single hopping integral is then a poor description, although this ratio does not by itself give a shifted threshold.

Two more energies limit the example. The gap between the lowest donor state and the other valley combinations is roughly 12~meV, or $0.21W$, so a single isolated band is not justified. The thermal energy is 0.345~meV at 4~K but 26~meV at 300~K, nearly half of $W$. The estimate concerns the low-temperature transition and is no test of whether a device conducts at room temperature. The numerical output lists the model inputs and the computed values used here.

\section{Variation 1: orthogonalise a pair}

\emph{Keep $W=12t$ and $U=5/8$, but obtain $t$ from the two-donor levels without dropping the overlap.}

By Eq.~(\ref{eq:phi}), the attraction of cloud $A$ to core $B$ is $J=\Phi(R)$. Hence $H_{AA}=E_1-J$ and $H_{AB}=E_1S-K$. The even and odd combinations have energies
\begin{equation}
E_\pm=\frac{H_{AA}\pm H_{AB}}{1\pm S}.
\end{equation}
In an orthogonal two-site model the splitting is $2t$, so
\begin{align}
t&=\frac{E_--E_+}{2}
=\frac{(H_{AA}-H_{AB})(1+S)-(H_{AA}+H_{AB})(1-S)}{2(1-S^2)}\nonumber\\
&=\frac{SH_{AA}-H_{AB}}{1-S^2}=\frac{K-SJ}{1-S^2}.
\end{align}
The terms in $E_1$ cancel, as they must for a shift of the energy zero. At the old threshold,
\begin{equation}
t=\frac{0.0521-0.1193\times0.2129}{1-0.1193^2}=0.0271=0.52K.
\end{equation}
Although $S$ is only 0.12, it multiplies $J$, which is four times $K$. The correction persists at large spacing: there $SJ\to\frac13Re^{-R}$ while $K\to Re^{-R}$, so $t/K\to\frac23$.

Solving $12t(R)=5/8$ afresh gives $n_c^{1/3}a=0.261$. For the silicon radius of 1.367~nm, the density rises to $6.9\times10^{18}\ \mathrm{cm^{-3}}$. Solving the one-electron, two-core problem to convergence, instead of using two frozen orbitals, gives $t=0.57K$ at the old threshold and $n_c^{1/3}a=0.253$. The value 0.213 thus belongs to the bare integral $K$. The pair value is not a full lattice result either: in the lattice, electrons on the other donors screen their cores.

\section{Variation 2: six valleys}

\emph{In silicon the lowest donor state is an equal sum over six valleys. How does this change the threshold when the donor lattice is aligned with the crystal axes?}

Take the same isotropic envelope for each valley. Products of different valleys oscillate rapidly in space and are neglected. Each of the six remaining terms carries weight $\frac16$ and the phase of its valley between the donors, so $K$ is replaced by $fK$ with
\begin{equation}
f=\frac16\sum_{\mu=1}^{6}\cos(\mathbf k_\mu\cdot\mathbf R)
=\frac{4+2\cos(k_0R)}6=\frac{2+\cos(k_0R)}3 .
\end{equation}
Four valleys are perpendicular to $\mathbf R$ and contribute 1 each; the other two contribute $\cos(k_0R)$ each. Thus $\frac13\le f\le1$. With $k_0=0.85\times2\pi/a_c$ and $R=Na_c$, where $a_c$ is the cubic cell edge, the phase is $0.85N$ turns. Ten cells give 8.5 turns and $f=\frac13$; twenty cells give 17 turns and $f=1$.

Holding $f$ at its minimum while $R$ varies changes Eq.~(\ref{eq:threshold}) to
\begin{equation}
(1+R)e^{-R}=3\times\frac5{96}=\frac5{32},
\end{equation}
for which $n_c^{1/3}a=0.301$. With $U$ and the envelope unchanged, and with only the equal-sum state kept on each donor, valley interference therefore confines the threshold to the range 0.213 to 0.301, a factor of 2.8 in density. The range belongs to the isotropic envelope. With the radii $a_\perp=2.44$~nm and $a_\parallel=1.40$~nm, the two oscillating valleys have their short radius along $\mathbf R$, and at 6.4~nm their resonance integral is only a quarter of that of the other four. The ratio of smallest to largest hopping is then about 0.78 instead of $\frac13$, so the effect along a cube axis of silicon is much weaker. Hopping can also mix in the other valley combinations, which lie close in energy, and this range does not include that effect. These are limits, because the actual $f$ changes from one allowed spacing to the next.

\section*{Table of computed values}
\begin{verbatim}
MODEL (effective atomic units)
On-site repulsion U: 0.625 Ha*
Threshold spacing R/a: 4.6944
n_c^(1/3) a: 0.213
K at threshold: 0.05208 Ha*
Overlap S at threshold: 0.1193
J at threshold: 0.2129 Ha*
Sensitivity dln(a/R)/dln f: -0.2584
LIMITS OF THE MODEL
Pair-orthogonalised hopping / K: 0.5198
Converged pair hopping / K: 0.5723
Basis shift of pair levels: 1.6e-11 Ha*
All-shell width / 12K, no overlap: 1.095
All-shell width / 12K, with overlap: 0.9467
Relaxed U (upper bound): 0.4867 Ha*
Neighbour repulsion V: 0.2123 Ha*
Antiferromagnetic gap / U at W=U: 0.9263
n_c^(1/3) a WITH ONE CHANGE AT A TIME
Pair-orthogonalised hopping: 0.2609
Converged pair hopping: 0.253
Relaxed U: 0.2002
U - V in place of U: 0.1945
Criterion W = U/2: 0.181
Criterion W = 2U: 0.2605
SILICON WITH PHOSPHORUS (rough inputs)
Relative permittivity: 11.7
Binding energy: 45 meV
Donor radius a: 1.367 nm
Mass implied by this radius: 0.4528 m_e
Critical spacing: 6.42 nm
W = U at threshold: 56.25 meV
Critical density: 3.78e+18 cm^-3
n_c, pair-orthogonalised hopping: 6.94e+18 cm^-3
NEGLECTED IN THE SILICON EXAMPLE
Transverse mass: 0.19 m_e
Longitudinal mass: 0.92 m_e
Ellipsoid binding energy: 29.61 meV
Ellipsoid transverse radius: 2.436 nm
Ellipsoid longitudinal radius: 1.397 nm
Geometric mean radius: 2.024 nm
n_c with the mean radius: 1.17e+18 cm^-3
Cubic cell edge: 0.543 nm
Valley position / zone boundary: 0.85
Smallest valley factor: 0.3333
Largest valley factor: 1
n_c^(1/3) a at smallest factor: 0.3013
Valley-orbit gap: 12 meV
Valley-orbit gap / W: 0.2133
Thermal energy at 4 K: 0.345 meV
Thermal energy at 300 K: 25.9 meV
Random mean neighbour distance / R: 0.554
K there / K at R: 5.132
\end{verbatim}
